# Leads set the dc conductance of a clean, finite Luttinger wire, part 1

(Sections cited here and not found follow in the second part.)

Take a single spinless channel with Fermi velocity $v_F=1.0\times10^5$ m/s. On the segment $0<x<L$, with $L=2.0\ \mu$m, the electrons repel one another strongly enough that the Luttinger parameter is $K=1/2$; outside the segment they are free. These are round model parameters. At $t=0$ an ideal voltage source of $V_b=100\ \mu$V is switched on at the midpoint. The statement that a clean Luttinger wire has conductance $Ke^2/h$ predicts a steady current of $19.370\ \mu\text{S}\times100\ \mu\text{V}=1.937$ nA. That current does flow at the source, but only for 10 ps. It then rises in steps to 3.228, 3.659, 3.802 and 3.850 nA and settles at 3.874 nA, which is $V_b e^2/h$ with no factor $K$. Each step is a plasmon echo returning from the ends of the segment.

## Equations of motion

The spectrum is linearized about the two Fermi points, and $\rho_+(x)$, $\rho_-(x)$ are the smooth densities of right and left movers measured from equilibrium, with $\rho=\rho_++\rho_-$. The carriers are given charge $e>0$; the sign drops out of every conductance. The interaction is screened forward scattering, $\tfrac12\int V_0(x)\rho(x)^2dx$. It stands for a potential whose range is long compared with the Fermi wavelength and short compared with $L$, so it never turns a right mover into a left mover. An external potential energy $U$ with $-\partial_xU=eE$ adds $\int U\rho\,dx$.

The kinetic term carries $\psi_\pm$ rigidly at velocity $\pm v_F$ and so contributes $\mp v_F\partial_x\rho_\pm$ to $\partial_t\rho_\pm$. The other terms need the commutator of densities. On a ring of length $\Lambda$ let $\rho_+(p)=\sum_kc^\dagger_{k+p}c_k$. One term of this sum has the commutator $[c^\dagger_{k+p}c_k,\rho_+(p')]=c^\dagger_{k+p}c_{k-p'}-c^\dagger_{k+p+p'}c_k$. Summed over $k$, this telescopes, and only the two ends of the spectrum survive. For $p'\neq-p$ the end terms are off-diagonal operators that vanish in the full sea and in the empty band. For $p'=-p$ the sum is $\sum_k(n_{k+p}-n_k)$, and since $n_k\to1$ at $k\to-\infty$ and $n_k\to0$ at $k\to+\infty$, it equals minus the number of states in a window of width $p$, namely $-p\Lambda/2\pi$. With $\rho_+(x)=\Lambda^{-1}\sum_p\rho_+(p)e^{-ipx}$ and $\partial_x\delta(x-y)=\Lambda^{-1}\sum_p(-ip)e^{-ip(x-y)}$,

$$[\rho_\pm(x),\rho_\pm(y)]=\mp\frac{i}{2\pi}\,\partial_x\delta(x-y),$$

where the lower sign follows because the left movers fill the states at $k\to+\infty$; opposite branches commute. The Heisenberg equation for the term $\int U\rho\,dy$ gives $\partial_t\rho_+(x)=\frac{i}{\hbar}\cdot\frac{i}{2\pi}\partial_xU=-\partial_xU/h$. Because the commutator is a number, the interaction term gives the same result with $U\to V_0\rho$. Hence

$$\partial_t\rho_\pm\pm v_F\partial_x\rho_\pm=\pm\frac1h\left[eE-\partial_x(V_0\rho)\right].\tag{1}$$

This is an exact operator equation in this model. It is linear, so expectation values obey it too, at any temperature and any bias for which the linearization holds.

The sum of the two equations is $\partial_t\rho+\partial_xj=0$ with $j=v_F(\rho_+-\rho_-)$. Their difference, multiplied by $v_F$, is $\partial_tj+v_F^2\partial_x\rho=(2v_F/h)[eE-\partial_x(V_0\rho)]$. Define $I=ej$ and the local potential $V$ by $eV=(hv_F/2+V_0)\rho$. Multiplying the difference equation by $h/(2ev_F)$ and the continuity equation by $e$ gives the equations of a lossless transmission line,

$$\mathcal L\,\partial_tI=E-\partial_xV,\qquad \mathcal C\,\partial_tV=-\partial_xI,\tag{2}$$

with $\mathcal L=h/(2e^2v_F)$ and $\mathcal C=2e^2/[hv_F(1+2g)]$, where $g=V_0/(hv_F)$. For $E=0$ and constant coefficients try $I=f(x\mp ut)$. The first equation gives $V=\pm\mathcal Lu f$, and the second then requires $u^2=1/\mathcal{LC}$. A right-moving wave has $V=ZI$ and a left-moving wave has $V=-ZI$, with $Z=\sqrt{\mathcal L/\mathcal C}$. Defining $K=(1+2g)^{-1/2}$,

$$u=\frac{v_F}{K},\qquad Z=\frac{h}{2e^2K},\qquad \mathcal L=\frac{h}{2e^2uK},\qquad\mathcal C=\frac{2e^2K}{hu}.\tag{3}$$

The example has $g=1.5$, that is $V_0=620.4$ meV nm, so $K=4^{-1/2}=0.5$, $u=2.0\times10^5$ m/s and $L/u=10$ ps. The inductance is 129.1 nH/µm everywhere. The capacitance is 193.7 aF/µm in the wire and 774.8 aF/µm in the leads. The impedances are $Z=25.813$ kΩ and $Z_0=h/2e^2=12.906$ kΩ.

## Where $K$ comes from

Let the field be a point source, $E=V_b(t)\,\delta(x-y)$. Integrating (2) across $y$ shows that $V$ jumps by $V_b$ and $I$ is continuous. In a homogeneous wire the source launches a right-moving wave with $V=ZI$ and a left-moving wave with $V=-ZI$ and the same $I$, so $V_b=2ZI$ and $I=V_b/2Z=K(e^2/h)V_b$. The source drives two semi-infinite lines of impedance $Z$ in series.

In Fourier form, with all quantities varying as $e^{ipx-i\omega t}$, equations (2) read $-i\omega\mathcal LI=E-ipV$ and $V=pI/\omega\mathcal C$. Eliminating $V$,

$$\sigma(p,\omega)=\frac IE=\frac{e^2}{h}\,\frac{2uK\,i\omega}{\omega^2-u^2p^2}.$$

The retarded response is analytic for $\operatorname{Im}\omega>0$. At $\omega=is$ the last fraction is $2uKs/(s^2+u^2p^2)$, and $\int\frac{dp}{2\pi}\frac{e^{ipx}}{p^2+a^2}=\frac{e^{-a|x|}}{2a}$ with $a=s/u$ gives $Ke^{-s|x|/u}$. With the nonlocal conductivity defined by $I(x)=\int\sigma(x,y)E(y)\,dy$, continuation to real frequency gives $\sigma(x,y,\omega)=K(e^2/h)e^{i\omega|x-y|/u}$, which tends to $Ke^2/h$. This is correct for a wire that is interacting all the way to infinity. It assumes that the launched waves never come back.

## The echoes

At a contact $\mathcal L$ and $\mathcal C$ are bounded, so integrating (2) across it shows that $V$ and $I$ are both continuous. The contact is taken as sharp on the scale of plasmon wavelengths while still smooth on the Fermi wavelength. A wave of unit current passing from impedance $Z_1$ to $Z_2$ gives a reflected current $r$ and a transmitted current $\tau$ with $1+r=\tau$ and $Z_1(1-r)=Z_2\tau$, so $r=(Z_1-Z_2)/(Z_1+Z_2)$. For the opposite direction of travel every $V$ changes sign and the result is the same. From inside the wire

$$\gamma=\frac{Z-Z_0}{Z+Z_0}=\frac{1-K}{1+K},\qquad 1+\gamma=\frac{2}{1+K},\qquad 1-\gamma=\frac{2K}{1+K}.$$

A wave leaving the wire is reflected with $\gamma$ and transmitted with $1+\gamma$; a wave entering is reflected with $-\gamma$ and transmitted with $1-\gamma$. Here $\gamma=0.5/1.5=0.3333$, and $|\gamma|<1$ for every $K>0$.

The source at the midpoint launches two steps, each of current $K$ in units of $V_be^2/h$. Each travels $L/2$, is reflected, and is back after $L/u$ with current $K\gamma$. An ideal source fixes only its own jump in $V$, so further waves cross it unchanged. They reach the opposite ends and return after another $L/u$ with current $K\gamma^2$. During $nL/u<t<(n+1)L/u$,

$$I_n=K\Big(1+2\sum_{m=1}^n\gamma^m\Big)=K+2K\gamma\,\frac{1-\gamma^n}{1-\gamma}=K+(1-K)(1-\gamma^n)=1-(1-K)\gamma^n,\tag{4}$$

where $2K\gamma/(1-\gamma)=1-K$ was used. The values are $0.5$, $1-0.5/3=0.8333$, $1-0.5/9=0.9444$, $0.9815$ and $0.9938$, and multiplying by $38.740\ \mu\text{S}\times100\ \mu\text{V}=3.874$ nA gives the currents quoted at the start. The false value is half the true steady current. For attraction, $K>1$, $\gamma$ is negative and the plateaus approach 1 from alternate sides. A direct time integration of (2), built from $g$ alone and with leads too long to send anything back, reproduces the five plateaus and the long-time value $1.0000\,e^2/h$.

At finite frequency put $k=\omega/u$ and take $x,y$ in the wire. Besides the direct wave $Ke^{ik|x-y|}$ there is a right-moving echo $Ae^{ikx}$ and a left-moving echo $Be^{ik(L-x)}$. Each is $\gamma$ times the wave arriving at the contact where it starts:

$$A=\gamma\,[Ke^{iky}+Be^{ikL}],\qquad B=\gamma\,[Ke^{ik(L-y)}+Ae^{ikL}].$$

Substituting one into the other, with $D=1-\gamma^2e^{2ikL}$, gives $A=\gamma K[e^{iky}+\gamma e^{ik(2L-y)}]/D$ and $B=\gamma K[e^{ik(L-y)}+\gamma e^{ik(L+y)}]/D$. The two $\gamma^2$ terms in $Ae^{ikx}+Be^{ik(L-x)}$ carry the phases $k[2L\pm(x-y)]$ and combine into a cosine:

$$\sigma=K\frac{e^2}{h}\left\{e^{ik|x-y|}+\frac{\gamma e^{ik(x+y)}+\gamma e^{ik(2L-x-y)}+2\gamma^2e^{2ikL}\cos k(x-y)}{1-\gamma^2e^{2ikL}}\right\}.\tag{5}$$

At $\omega=0$ the braces equal $1+2\gamma(1+\gamma)/(1-\gamma^2)=(1+\gamma)/(1-\gamma)=1/K$, so $\sigma=e^2/h$ for all $x$ and $y$. A field of any shape inside the wire then gives $I=(e^2/h)\int E\,dy$.

At the centre, with $z=e^{ikL}$, the numerator over the common denominator is $1-\gamma^2z^2+2\gamma z+2\gamma^2z^2=(1+\gamma z)^2$, so

$$\sigma_c=K\frac{e^2}{h}\,\frac{1+\gamma z}{1-\gamma z}.\tag{6}$$

At 25 GHz, $kL=\pi/2$ and $z=i$, so $\sigma_c=K(1-\gamma^2+2i\gamma)/(1+\gamma^2)=0.5\,(8/9+2i/3)/(10/9)=0.4+0.3i$ in units of $e^2/h$, with modulus $K$. At 50 GHz, $z=-1$ and $\sigma_c=K(1-\gamma)/(1+\gamma)=K^2=0.25$. At 10 GHz the modulus is 0.8495 and at 1 GHz it is 0.9982. On the imaginary axis $z=e^{-sL/u}$: sending $L\to\infty$ first gives $z=0$ and $\sigma_c=K$, and sending $s\to0$ first gives $z=1$ and $\sigma_c=1$. The numerical values are 0.500 at $sL/v_F=24$ and 1.000 at $sL/v_F=0.001$. A dc measurement on a finite wire takes the second order of limits.

## A pulse sent in from a lead

A short pulse of unit current arrives from the left lead. It enters with $1-\gamma=2K/(1+K)=0.6667$, so a signal from the lead does not produce $K$ even at short times. It leaves on the right with the further factor $1+\gamma$, and each round trip adds $\gamma^2$. The transmitted charge fractions are $(1-\gamma^2)\gamma^{2n}=0.8889,\ 0.0988,\ 0.0110,\dots$, with sum $(1-\gamma^2)/(1-\gamma^2)=1$. The echoes in the left lead have currents $-\gamma=-0.3333$ and then $(1-\gamma)\gamma(1+\gamma)\gamma^{2n}=0.2963,\ 0.0329,\dots$, with sum $-\gamma+\gamma=0$. A left-moving pulse has $e\rho=\mathcal CV=-I/v_F$, so the first echo returns charge of the injected sign and the later ones return the opposite sign in equal total amount.

Attaching the phase $e^{ikL}$ to each passage gives

$$t=\frac{(1-\gamma^2)e^{ikL}}{1-\gamma^2e^{2ikL}},\qquad r=-\gamma+\frac{\gamma(1-\gamma^2)e^{2ikL}}{1-\gamma^2e^{2ikL}}=\frac{\gamma(e^{2ikL}-1)}{1-\gamma^2e^{2ikL}}.$$

The squared numerators add to $(1-\gamma^2)^2+\gamma^2(2-2\cos2kL)=1+\gamma^4-2\gamma^2\cos2kL=|D|^2$, so $|r|^2+|t|^2=1$. At $\omega=0$, $t=1$ and $r=0$. At 25 GHz $|t|^2=[(1-\gamma^2)/(1+\gamma^2)]^2=0.64$. At 50 GHz $|t|^2=1$ although $\sigma_c=0.25$: the first is a half-wave resonance for a wave crossing the wire, and the second describes a source at the centre whose first echoes return with phase $\pi$.

Energy behaves differently from charge. From (2) with $E=0$, $\partial_t(\tfrac12\mathcal LI^2+\tfrac12\mathcal CV^2)=-\partial_x(VI)$, so a pulse in a lead carries an energy flux of magnitude $Z_0I^2$. For a pulse shorter than $2L/u$ the echoes do not overlap, and the transmitted energy fraction is

$$\sum_n(1-\gamma^2)^2\gamma^{4n}=\frac{1-\gamma^2}{1+\gamma^2}=\frac{4K}{2(1+K^2)}=\frac{2K}{1+K^2}=0.800 .$$

The contacts do reflect plasmons. Charge is linear in the signed amplitudes and the reflections cancel; energy is quadratic and they do not. The quantum of the crossover frequency is $\hbar u/L=65.82\ \mu$eV, or 0.764 K, and for the present $K=1/2$ it sets the scale for plasmon reflection: far below it plasmons cross almost freely ($|t|^2=0.9978$ at 1 GHz, $kL=0.0628$), while at comparable frequencies part of the energy can be reflected ($|t|^2=0.8373$ at 10 GHz, $kL=0.6283$). It sets no limit on the dc charge current in this model: the bias energy of 100 µeV exceeds it, and (1) remains linear.

## The general statement

A general Luttinger liquid has independent $u(x)$ and $K(x)$:

$$H=\frac{\hbar}{2\pi}\int\Big[uK(\partial_x\theta)^2+\frac uK(\partial_x\phi)^2\Big]dx+\int U\rho\,dx,$$

with $\rho=-\partial_x\phi/\pi$ and $[\phi(x),\partial_y\theta(y)]=i\pi\delta(x-y)$. The Heisenberg equation for $\phi$ is $\partial_t\phi=\frac i\hbar\frac\hbar\pi uK\,\partial_x\theta\,(-i\pi)=uK\partial_x\theta$, and continuity identifies $j=\partial_t\phi/\pi=uK\partial_x\theta/\pi$. For $\partial_x\theta$, use $[\partial_y\phi(y),\partial_x\theta(x)]=i\pi\partial_y\delta(y-x)$ and integrate by parts, which gives $\partial_t\partial_x\theta=\partial_x[(u/K)\partial_x\phi-U/\hbar]=-\partial_x[\pi(u/K)\rho+U/\hbar]$. Multiplying by $uK/\pi$ and using $\pi\hbar=h/2$ yields $\partial_tj=(2uK/h)[eE-\partial_x(hu\rho/2K)]$. With $eV=hu\rho/2K$ this is (2), with $\mathcal L$ and $\mathcal C$ given by the last two expressions in (3).

For a uniform wire with sharp contacts to free leads, plasmon echoes raise the conductance from $Ke^2/h$ to $e^2/h$, and a general Luttinger liquid with varying $u(x)$ and $K(x)$ obeys the same transmission-line equations. It remains to prove the dc result for such wires and for interacting leads, to find the first frequency correction, to recover the result from the electrons and reservoirs, and to state its limits.

Numerical values quoted here were computed with a short program.
